\section*{Displacement tensors from phonon eigenvectors and the cost of omitting Gamma, part 2}

The mean-square displacement tensor of atom $\kappa$ in a harmonic crystal, in \AA$^2$, is a sum over phonons $\nu$ with frequencies $\omega_{\mathbf q\nu}$ and orthonormal eigenvectors $e(\mathbf q\nu)$:
\begin{equation}
U_{ab}(\kappa)=\frac1N\sum_{\mathbf q\nu}\frac{\hbar}{2M_\kappa\omega_{\mathbf q\nu}}
\coth\frac{\hbar\omega_{\mathbf q\nu}}{2k_BT}\;
\mathrm{Re}\bigl[e_{\kappa a}(\mathbf q\nu)\,e_{\kappa b}(\mathbf q\nu)^*\bigr].
\label{U}
\end{equation}
Here $M_\kappa$ is the atomic mass, $T$ the temperature and $N$ the number of cells, $n^3$ in three dimensions. The grid is $\mathbf q=\sum_ix_i\mathbf b_i$, with reciprocal lattice vectors $\mathbf b_i$ and $\mathbf x=\mathbf m/n$ for integer vectors $\mathbf m$.

At $\Gamma$ ($\mathbf q=0$) the acoustic terms are infinite and are left out. The resulting value $U_n$ is exactly the tensor relative to the centre of mass of the finite periodic crystal. The question is how far it lies from $U_\infty=\int F(\mathbf x)\,d^dx$, taken over one period in $d$ dimensions, if this integral exists. $F$ is the summand of Eq.~\eqref{U} after the sum over $\nu$.

Each mode enters through a function $f$ of $\lambda=\omega^2$. At $T=0$, $f=\hbar/2\omega$; for $\hbar\omega\ll k_BT$,
\begin{equation}
f(\lambda)=\frac{k_BT}{\lambda}+\frac{\hbar^2}{12k_BT}+O(\lambda).
\label{highT}
\end{equation}
The first term gives a classical tensor that depends on the force constants but not on the masses.

For springs of stiffness $k$ along bonds with vector $\mathbf d$ and direction $\hat{\mathbf n}$, the elastic matrix near $\Gamma$ is
\begin{equation}
L=\sum_{\rm bonds}k\,\hat{\mathbf n}\hat{\mathbf n}^{T}(\mathbf q\cdot\mathbf d)^2 .
\label{L}
\end{equation}
Unless every atom is a centre of inversion, $L$ also includes a lowering of the same order by internal displacements. With $M_{\rm tot}$ the mass of a cell, the leading singular part of $F$, the same for every atom, is for $T>0$
\begin{equation}
g(\mathbf x)=k_BT\,L(\mathbf x)^{-1}.
\label{g}
\end{equation}
and at $T=0$
\begin{equation}
g_0(\mathbf x)=\frac{\hbar}{2}\,\bigl(M_{\rm tot}L(\mathbf x)\bigr)^{-1/2}.
\label{g0}
\end{equation}
They are homogeneous in $\mathbf x$, of degree $-2$ and $-1$.

The numerical output at the end also lists two earlier checks: a single oscillator, and a two-atom crystal of $3\times3\times3$ cells with its centre of mass tethered.

\subsection{The coefficient in three dimensions}

Divide one period of $\mathbf x$ space into $n^3$ cubes of side $1/n$ centred on the grid points. For the singular part, substitute $\mathbf x=\mathbf y/n$. The grid term becomes $n^{-3}g(\mathbf m/n)=n^{-1}g(\mathbf m)$, and the integral over the cube becomes $n^{-1}\int_{C_{\mathbf m}}g\,d^3y$, where $C_{\mathbf m}$ is the unit cube around $\mathbf m$. The sum minus the integral is $Z/n$ to leading order, with
\begin{equation}
Z=-\int_{C_0}g\,d^3y+\sum_{\mathbf m\neq0}\Bigl[g(\mathbf m)-\int_{C_{\mathbf m}}g\,d^3y\Bigr].
\label{Z}
\end{equation}
The first term is the missing cell and is finite. The bracket is a midpoint error, $-\nabla^2g/24+\dots$, of order $|\mathbf m|^{-4}$. The number of cubes near radius $r$ grows as $r^2$, so the sum converges.

For general degree $-s$ with $s<d$ the same substitution gives the factor $n^{-(d-s)}$, but the cube-by-cube sum gives the coefficient only when $s+2>d$. For $g_0$ in three dimensions the midpoint errors fall as $|\mathbf m|^{-3}$, and cells far from $\Gamma$ contribute at the same order $n^{-2}$. Their errors add up to $-n^{-2}/24$ times the integral of $\nabla^2F$ outside a small sphere around $\Gamma$. For periodic $F$ this integral is the flux of $-\nabla g_0$ out of the sphere, which does not depend on its radius. A form valid in both cases follows by splitting off from $F$ the function $g(\mathbf x)e^{-\eta|\mathbf x|^2}$, with fixed $\eta$ and repeated periodically. What is left has singular terms of degree $2-s$ and higher only. For the part split off, $\mathbf x=\mathbf y/n$ gives $n^{-(d-s)}$ times the bracket below with $\varepsilon=\eta/n^2$. For $s+2>d$ the limit equals the cube-by-cube sum, and in every case the coefficient is
\begin{equation}
Z=\lim_{\varepsilon\to0}\Bigl[\sum_{\mathbf m\ne0}g(\mathbf m)e^{-\varepsilon|\mathbf m|^2}-\int g(\mathbf y)e^{-\varepsilon|\mathbf y|^2}d^dy\Bigr].
\label{Zeps}
\end{equation}

The remainder follows from the next singular term. The real part in Eq.~\eqref{U} makes $F$ even in $\mathbf x$, so the degrees in its expansion rise by two. The same splitting and rescaling, with the damping factor, applied to degree $2-s$ gives a power of $n$ lower by two. The limit stays finite, because far from $\Gamma$ the midpoint errors of the damped function are integrals of total derivatives and reduce to surface terms near $\Gamma$. What is smooth and periodic contributes less than any power of $1/n$ on a uniform grid. Hence in three dimensions
\begin{align}
U_n&=U_\infty+\frac Zn+O(n^{-3}) &&(T>0),\label{law}\\
U_n&=U_\infty+\frac{Z_0}{n^2}+O(n^{-4}) &&(T=0).\label{law0}
\end{align}
For $T>0$ the constants lost at the single point $\Gamma$ have weight $n^{-3}$ and belong to the remainder. Dropping the optical $\Gamma$ modes as well would add another error of that order. The $1/n$ law therefore needs $T>0$, and $Z$ is proportional to $T$.

\subsection{A tetragonal crystal at 300 K}

The model has atom A (30~u) at the corner and atom B (90~u) at the centre of a cell with $a=3.0$~\AA{} and $c=3.6$~\AA. Springs of 2.0~eV/\AA$^2$ join A to its eight B neighbours. Like atoms are joined by springs of 1.0~eV/\AA$^2$ along both $a$ axes and 0.4~eV/\AA$^2$ along $c$. Both sites are inversion centres with a fourfold axis. The reference $U_\infty$ was integrated in pyramids with their apex at $\Gamma$, where the volume element cancels the singularity. In \AA$^2$:
\begin{equation*}
\begin{array}{rcccc}
n & U_{xx}({\rm A}) & U_{zz}({\rm A}) & U_{xx}({\rm B}) & U_{zz}({\rm B})\\
4 & 0.005765 & 0.005268 & 0.005431 & 0.004949\\
8 & 0.006309 & 0.005806 & 0.006013 & 0.005513\\
16 & 0.006589 & 0.006079 & 0.006298 & 0.005789\\
32 & 0.006729 & 0.006215 & 0.006439 & 0.005926\\
\infty & 0.006870 & 0.006352 & 0.006580 & 0.006063
\end{array}
\end{equation*}
For atom A the converged values correspond to $B=8\pi^2U$ of 0.542 and 0.502~\AA$^2$.

The elastic matrix and Eq.~\eqref{Zeps} give $Z_{xx}=-0.004505$ and $Z_{zz}=-0.004380$~\AA$^2$. For $n=32$ the predicted shift of $U_{xx}({\rm A})$ is $-0.004505/32=-0.000141$~\AA$^2$, and the table gives $0.006729-0.006870=-0.000141$~\AA$^2$. The coefficients extracted from the grids agree with the prediction for both atoms, which tests Eqs.~\eqref{g}, \eqref{Zeps} and \eqref{law} together. All three eigenvalues of $Z$ are negative here, so the grid underestimates the motion.

The error is not small. Relative to the limit, $U_{xx}({\rm A})$ is 8.2\% too low at $n=8$ and 2.0\% at $n=32$. An error of 1\% needs
\begin{equation}
n\approx\frac{0.004505}{0.01\times0.006870}\approx66 .
\end{equation}
Two grids do better than one large grid. In $2U_{2n}-U_n$ the term $Z/n$ cancels. With $n=8$ this gives $2\times0.006589-0.006309=0.006869$~\AA$^2$, or 0.006868 from unrounded values, within 0.03\% of the limit.

Differences between atoms converge faster, because $Z$ is common to them. With one more decimal than the table, the difference of $U_{xx}$ between A and B is 0.0003339, 0.0002960 and 0.0002913~\AA$^2$ for $n=4$, 8 and 16, against 0.0002905 in the limit. In this model the limit of the difference is a quantum effect. A and B have identical surroundings of springs, so in the infinite crystal their classical tensors are equal. The mass enters through the correction $\hbar^2/(12k_BTM_\kappa)$ and higher terms, and the lighter atom moves more.

\subsection{The cold limit and the crossover}

At $T=0$ the limit is $U_{xx}({\rm A})=0.002571$~\AA$^2$, and Eq.~\eqref{Zeps} with $g_0$ gives $Z_{0,xx}=-0.001157$~\AA$^2$. The grids confirm this coefficient too. The error at $n=8$ is $0.001157/64=0.000018$~\AA$^2$, or 0.7\% of the limit.

A low but finite temperature lies between the two laws. The classical form of $f$ holds for the longest waves on the grid when $\hbar\omega\ll2k_BT$, and their frequency falls as $1/n$. A coarse grid therefore sees the zero-point law and a fine grid the thermal one. At 10~K the missing part of $U_{xx}({\rm A})$ is, in $10^{-6}$~\AA$^2$, 77.4, 25.0, 10.2 and 4.8 for $n=4$, 8, 16 and 32. The local exponents between successive grids are 1.63, 1.30 and 1.09, on the way from 2 to 1. At $n=32$ the thermal law, with $Z$ scaled from 300~K, predicts $0.004505/(30\times32)=4.7\times10^{-6}$~\AA$^2$.

The crossover matters when small thermal changes are wanted. Between 0 and 10~K the converged $U_{xx}({\rm A})$ rises by $7.3\times10^{-6}$~\AA$^2$. At $n=16$ the missing part is $10.2\times10^{-6}$~\AA$^2$ at 10~K but only $4.5\times10^{-6}$~\AA$^2$ at $T=0$, from $Z_0/n^2$. The two do not cancel, and this grid gives a rise of only $1.6\times10^{-6}$~\AA$^2$.

\subsection{Two dimensions: no limit to converge to}

Now take a layer that moves in its own plane, with $\omega\propto q$ and $T>0$. Equation~\eqref{g} still holds, but $s=d=2$. The factor $n^{-2}$ of the grid cancels the factor $n^2$ from $g(\mathbf m/n)=n^2g(\mathbf m)$, so the singular part of $U_n$ is the plain sum of $g(\mathbf m)$ over $\mathbf m\neq0$ inside a square of side $n$. The midpoint errors again fall as $|\mathbf m|^{-4}$ and sum to a constant. The rest is an integral. In polar coordinates $g=g(\theta)/r^2$, and enlarging the square from side $n$ to side $n'$ multiplies its outer radius in every direction by $n'/n$, which adds
\begin{equation}
\int_0^{2\pi}g(\theta)\,d\theta\int\frac{r\,dr}{r^2}=\ln\frac{n'}{n}\int_0^{2\pi}g(\theta)\,d\theta .
\end{equation}
Therefore
\begin{equation}
U_n=A\ln n+B_0+O(n^{-2}),\qquad A=\int_0^{2\pi}k_BT\,L(\cos\theta,\sin\theta)^{-1}d\theta ,
\label{log}
\end{equation}
with a constant tensor $B_0$. Every doubling of the layer adds $A\ln2$.

A rectangular layer with sides 3.0 and 3.6~\AA, the same masses and springs of the same kind shows this at 300~K. For atom A, $U_{xx}$ is 0.01222, 0.01453, 0.01685 and 0.01917~\AA$^2$ for $n=16$, 32, 64 and 128. The last step divided by $\ln2$ is 0.003345~\AA$^2$, and Eq.~\eqref{log} gives $A_{xx}=0.003345$~\AA$^2$. The growth is slow. To double the value at $n=128$, the layer would have to be larger by a factor $\exp(0.01917/0.003345)\approx310$ in each direction.

The omission of $\Gamma$ does not cause this divergence. It removes an infinite term and leaves the correct finite value for a periodic layer of $n\times n$ cells relative to its centre of mass. That value grows without bound because the infinite harmonic layer has no finite mean square displacement. Quoting one number for such a layer at $T>0$ requires quoting its size.

At $T=0$ the degree is $-1$ and the integral exists. The error is then of order $1/n$, one power worse than in three dimensions. Successive changes on doubling $n$ should shrink by a factor of 2, and the last two computed changes have the ratio 1.999.

\subsection{Where the dispersion is not linear}

The result depends on the power of $q$ in $\omega$. A free layer without tension also bends out of its plane, with $\omega\propto q^2$. The singular part then has degree $-4$ for $T>0$. The rescaling gives $n^{-2}\,n^4\sum_{\mathbf m\neq0}g(\mathbf m)$ with a convergent sum, so the out-of-plane component grows as $n^2$. At $T=0$ the degree is $-2$, and the logarithm appears there instead. Both laws were tested with a dimensionless frequency equal to the lattice Laplacian, $\omega=\sum_i(2-2\cos2\pi x_i)\approx4\pi^2|\mathbf x|^2$, through the thermal sum $n^{-2}\sum\omega^{-2}$ and the zero-point sum $n^{-2}\sum\omega^{-1}$ over $\mathbf x\ne0$. The singular part of the latter is $1/(4\pi^2r^2)$, whose angular integral gives the slope $2\pi/4\pi^2=1/2\pi$. From $n=64$ to 128 the thermal sum grows by a factor 3.985, close to 4. The zero-point sum has a slope of 0.15916 per unit of $\ln n$, against $1/2\pi=0.15915$. Bending also reaches the in-plane components if the atoms of the layer lie at different heights. An atom at height $z$ above the neutral plane is shifted in the plane by $-z$ times the slope, which for $T>0$ adds a term of degree $-2$, proportional to $z^2$, to $F$. The coefficient $A$ of Eq.~\eqref{log} then covers only the stretching part of the logarithm, and is complete only for a layer whose atoms lie in one plane.

If the layer is held by a substrate that gives every mode a finite frequency at $\mathbf q=0$, then $F$ is smooth, no term has to be omitted, and the sum converges in two dimensions as well. A displacement that grows with size does not by itself invalidate the harmonic energy, which depends on relative displacements. In the layer that moves in its own plane, long waves carry neighbouring atoms along together, and the variance of a bond length stays finite as $n$ grows. In the free bending layer at $T>0$ the mean square slope grows too, as $\ln n$, but the harmonic model fails long before the slope is large. The coupling of bending to stretching, which it leaves out, changes the bending stiffness $\kappa_b$ at wave number $q$ by the fraction $3k_BTY/(16\pi\kappa_b^2q^2)$ to first order, with $Y$ the two-dimensional Young modulus. For the longest waves this grows as $n^2$, and the $n^2$ law above holds only while it is small. The laws above describe the harmonic model only. The values quoted here are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
masses A, B: 30, 90 u; cell a, c: 3.0, 3.6 A
springs A-B, along a, along c: 2.0, 1.0, 0.4 eV/A^2
kB T at 300 K: 25.852 meV
highest phonon energy at quadrature points: 37.44 meV
oscillator <x^2>, kT=0.7 hbar w: grid 0.81518559, coth 0.81518559 hbar/(M w)
Skewed 3x3x3 supercell, 300 K, atom A (A^2):
  Uxx real space 0.00432039, eigenvectors 0.00432039
  Uxy real space 0.00004196, eigenvectors 0.00004196
  tethered centre-of-mass variance 0.00517456
3D, 300 K, U in A^2: n, A xx, A zz, B xx, B zz, error of A xx in %
    4 0.0057650 0.0052684 0.0054311 0.0049488 -16.085
    8 0.0063094 0.0058058 0.0060134 0.0055126 -8.162
   16 0.0065889 0.0060786 0.0062976 0.0057886 -4.094
   32 0.0067294 0.0062153 0.0064387 0.0059258 -2.048
  limit 0.0068701 0.0063522 0.0065796 0.0060627
  2U16-U8 0.0068684 0.0063513 0.0065819 0.0060647
  B=8 pi^2 U, limit, A xx, A zz: 0.5424, 0.5015 A^2
  B=8 pi^2 U, limit, B xx, B zz: 0.5195, 0.4787 A^2
Z of 1/n, 300 K, xx, zz, elastic matrix: -0.0045045, -0.0043798 A^2
  from grids, atom A: -0.0045045, -0.0043798 A^2
  from grids, atom B: -0.0045045, -0.0043798 A^2
Z0 of 1/n^2, 0 K, xx, zz, elastic matrix: -0.0011566, -0.0011650 A^2
  from grids, atom A: -0.0011566, -0.0011650 A^2
  from grids, atom B: -0.0011566, -0.0011650 A^2
n for 1% error of A xx at 300 K, from Z/n: 65.6
3D, 0 K, limit A xx, A zz: 0.0025707, 0.0024311 A^2
3D, 10 K, limit A xx: 0.0025780 A^2
  missing part of A xx at 10 K, n=4,8,16,32 (A^2): 7.736e-05, 2.502e-05, 1.020e-05, 4.794e-06
  local exponent 4-8, 8-16, 16-32: 1.628, 1.295, 1.089
2D layer, a, b: 3.0, 3.6 A; springs A-B, a, b: 2.0, 1.0, 0.4 eV/A^2
2D, U of atom A in A^2: n, xx 300 K, yy 300 K, xx 0 K
   16 0.0122171 0.0118485 0.0031195
   32 0.0145312 0.0141526 0.0031689
   64 0.0168488 0.0164579 0.0031937
  128 0.0191674 0.0187637 0.0032060
slope per ln n, xx, yy, elastic: 0.0033454, 0.0033266 A^2
  from n=64,128, atom A: 0.0033450, 0.0033264 A^2
2D, 0 K, ratio of successive changes on doubling n: 1.9991
flexural, T>0, U(128)/U(64): 3.9846
flexural, T=0, slope per ln n: 0.159163; 1/(2 pi) = 0.159155
\end{verbatim}
